# Exchange constants from finite Brillouin-zone grids: images, metallic tails and sum rule

## What symmetry fixes and scaling suggests

Let $J(n)$ be the exchange constant between two spins $n$ sites apart on a chain, and let

$$\tilde J(q)=\sum_n J(n)e^{-iqn},\qquad J(n)=\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,\tilde J(q)e^{iqn}.$$

Wavevectors are in radians per site. Suppose $\tilde J$ is known only at the $N$ points $q_m=2\pi m/N$. At these points $e^{-iq_m(n+NL)}=e^{-iq_mn}$ for every integer $L$. The grid therefore cannot distinguish a coupling at distance $n$ from one at $n+NL$, and whatever it returns for $n$ must contain all of them with equal weight.

How much the distant ones matter depends on how $J(n)$ decays. Dimensions alone do not fix this, since $n$ counted in sites is a pure number, but for a metallic chain a scaling estimate does. The coupling is the square of the exchange splitting $\Delta$ times an energy integral of two Green functions. In one dimension each has modulus $1/v$ at the Fermi level, independent of distance, where $v$ is a Fermi velocity (with $\hbar=1$, an energy per radian per site). Their phase changes by one radian over an energy window $v/n$, which limits the integral. The tail is therefore of size $\Delta^2\,v^{-2}\,(v/n)=\Delta^2/(vn)$, times an oscillation; this is derived in (9). In higher dimensions the Green functions themselves decay with distance and the power is higher. For the chain, the $1/n$ envelope has no length of its own, and the aliasing error relative to this envelope falls only as $n/N$, multiplied by a factor that depends on how the oscillation fits the grid. The condition $N>2n$ is then a condition on labels, not on accuracy.

## Simplest case: one coupling

Let only the couplings at $\pm p$ be nonzero, with value $K$, so that $\tilde J(q)=2K\cos pq$. The grid returns

$$J_N(n)=\frac1N\sum_{m=0}^{N-1}2K\cos(pq_m)\,e^{iq_mn}
=\frac KN\sum_m\left[e^{iq_m(n+p)}+e^{iq_m(n-p)}\right].$$

Each sum is geometric: it equals $N$ if the integer multiplying $q_m$ is a multiple of $N$, and zero otherwise. For $N>2p$ the coupling appears at $n=p$ and at $n=N-p$, which is $-p$ on the periodic grid, each time with the correct value $K$. For $N=2p$ both conditions hold at $n=p$, and the grid returns $2K$. A coupling of strictly finite range is thus recovered once $N>2p$.

## General case: the image sum

Insert the full series for $\tilde J(q_m)$:

$$J_N(n)=\frac1N\sum_m\tilde J(q_m)e^{iq_mn}
=\sum_{n'}J(n')\,\frac1N\sum_me^{iq_m(n-n')}
=\sum_{L=-\infty}^{\infty}J(n+NL).\tag{1}$$

The inner average is 1 for $n'=n+NL$ and zero otherwise. This requires that the series for $\tilde J$ converges at the grid points. On a three-dimensional grid the same orthogonality acts along each axis, with one image index per axis.

Equation (1) is also a supercell statement. If spin $j$ turns together with all its copies at $j+NL$, its coupling to spin $i$ is the sum of the individual couplings. The electrons must still be those of the infinite crystal. Whether they are depends on how $\tilde J(q)$ was computed, so the electronic formula is needed.

## The electronic formula

Take one orbital per site, hopping $-t$, and an exchange field of fixed strength along unit vectors $\mathbf e_i$:

$$H=-t\sum_i(c_{i+1}^\dagger c_i+\text{h.c.})-\frac\Delta2\sum_i c_i^\dagger\,\mathbf e_i\cdot\boldsymbol\sigma\,c_i .$$

With all $\mathbf e_i$ along $z$ the bands are $\varepsilon_{k\uparrow,\downarrow}=-2t\cos k\mp\Delta/2$. The temperature is zero and the Fermi level $\mu$ is fixed. The spin energy is written $E=-\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j$, each pair counted twice.

Turn the vectors by small angles in the $xz$ plane, $\mathbf e_i\simeq(\theta_i,0,1-\theta_i^2/2)$. On the spin side,

$$\delta E=\frac12\sum_{i\neq j}J_{ij}(\theta_i-\theta_j)^2
=J_0\sum_i\theta_i^2-\sum_{i\ne j}J_{ij}\theta_i\theta_j,\qquad J_0=\sum_{n\neq0}J(n).\tag{2}$$

On the electron side the perturbation is $-\frac\Delta2\sum_i\theta_i\sigma^x_i+\frac\Delta4\sum_i\theta_i^2\sigma^z_i$. The second part contributes at first order: $\frac{\Delta m}4\sum_i\theta_i^2$, where $m=n_\uparrow-n_\downarrow$ is the moment per site in electrons. The first part flips the spin and contributes at second order. For an up state $k$ and a down state $k'$, the second-order energy change divided by the squared matrix element is

$$F_{kk'}=\frac{f_{k\uparrow}-f_{k'\downarrow}}{\varepsilon_{k\uparrow}-\varepsilon_{k'\downarrow}} ,$$

which is $1/(\varepsilon_{\rm occ}-\varepsilon_{\rm empty})$ whichever of the two is occupied, and zero if both or neither are. On a ring of $N$ sites the squared matrix element is $\frac{\Delta^2}{4N^2}\sum_{ij}\theta_i\theta_je^{-i(k-k')(i-j)}$. Comparing the coefficients of $\theta_i\theta_j$ with (2) gives

$$J(n)=-\frac{\Delta^2}{4N^2}\sum_{kk'}F_{kk'}e^{i(k-k')n}.\tag{3}$$

The sign of the exponent is immaterial because the bands are even in $k$. The same expression at $n=0$ defines an on-site term $J(0)$. The coefficient of $\theta_i^2$ then gives

$$J_0=\frac{\Delta m}4-J(0).\tag{4}$$

For the infinite chain, (3) means

$$\tilde J(q)=-\frac{\Delta^2}4\int\frac{dk}{2\pi}F_{k,k+q}.\tag{5}$$

To reach the Liechtenstein form, use partial fractions,

$$\frac1{(E-a)(E-b)}=\frac1{a-b}\left[\frac1{E-a}-\frac1{E-b}\right].$$

With $E\to E+i0$, the operation $-\frac1\pi\,{\rm Im}\int^\mu dE$ turns each simple pole into an occupation, so the result is $(f_a-f_b)/(a-b)$. Hence

$$J(n)=\frac{\Delta^2}{4\pi}\,{\rm Im}\int_{-\infty}^{\mu}dE\;G_\uparrow(n,E)\,G_\downarrow(n,E),\tag{6}$$

where $G_\sigma(n,E)$ is the average over $k$ of $e^{ikn}/(E+i0-\varepsilon_{k\sigma})$.

## Two grids, two answers

There are two wavevectors in (5), and equation (1) speaks only of $q$. If the $k$ integral is converged and $q$ alone is sampled, (1) holds. If the same $N$ points also build the Green functions, orthogonality acts on each separately, and their product is

$$G^{(N)}_\uparrow G^{(N)}_\downarrow=\sum_{L,L'}G_\uparrow(n+NL)\,G_\downarrow(n+NL').\tag{7}$$

The terms $L=L'$ are the image sum; those with $L\neq L'$ are additional. The result is (3) at finite $N$: the exchange constant of an actual $N$-site ring. The claim that grid constants are sums of true constants over images therefore holds for a $q$ grid with converged electrons, not for a single grid used for everything.

Both statements were tested at $N=20$. The Fourier sum of the integrated (5) agreed with an explicit image sum to $3\times10^{-7}$ eV. A diagonalized ring with two rotated spins three sites apart gave $-0.030430$ eV, as did the single-grid formula.

## The tail

Put $w=e^{ik}$ and $\zeta_{\uparrow,\downarrow}=E\pm\Delta/2$. For complex $E$ above the real axis,

$$G_\sigma(n)=\oint\frac{dw}{2\pi i}\,\frac{w^{|n|}}{tw^2+\zeta_\sigma w+t}=g_\sigma w_\sigma^{|n|},\qquad g_\sigma=\frac1{t(w_\sigma-1/w_\sigma)} .$$

The two roots of the denominator have product 1, and $w_\sigma$ is the one inside the unit circle. The integrand of (6) is analytic in the upper half plane and falls at least as $1/E^2$, so the path can be turned: $\int_{-\infty}^\mu dE=-i\int_0^\infty dy$ along $E=\mu+iy$. Since ${\rm Im}(-iX)=-{\rm Re}\,X$,

$$J(n)=-\frac{\Delta^2}{4\pi}\,{\rm Re}\int_0^\infty dy\;g_\uparrow g_\downarrow\,(w_\uparrow w_\downarrow)^{|n|}.\tag{8}$$

The envelope of $J(n)$ is defined as the modulus of this expression before the real part is taken. It does not vanish where the oscillation happens to cross zero.

**Both spins metallic.** At $y=0$, $w_\sigma=e^{ik_\sigma}$ with Fermi wavevector $k_\sigma>0$, and $g_\sigma=1/(iv_\sigma)$ with $v_\sigma=2t\sin k_\sigma$. For small $y$, $k_\sigma$ acquires the imaginary part $y/v_\sigma$. At large $n$ only small $y$ contributes, so with $Q=k_\uparrow+k_\downarrow$,

$$J(n)\simeq\frac{\Delta^2}{4\pi v_\uparrow v_\downarrow}\,{\rm Re}\,e^{iQn}\int_0^\infty dy\,e^{-ny(1/v_\uparrow+1/v_\downarrow)}
=\frac{A\cos Qn}{n},\qquad A=\frac{\Delta^2}{4\pi(v_\uparrow+v_\downarrow)}.\tag{9}$$

This is the RKKY-type tail, with the size $\Delta^2/(vn)$ estimated at the start.

**One spin metallic.** If $\mu$ lies below the minority band, then $w_\downarrow=e^{-\kappa}$ with $\cosh\kappa=|\mu-\Delta/2|/2t$. The majority factor still oscillates, and the $y$ integral still supplies $1/n$, so the envelope falls as $e^{-\kappa n}/n$. Now there is a length, $1/\kappa$.

Take $t=1$ eV, $\Delta=2$ eV and a spacing of 2.5 Å, as model parameters. The largest distance wanted is $n=10$, or 25 Å. For the metal, $\mu=0.2$ eV gives $k_\uparrow=2.2143$, $k_\downarrow=1.1593$, $Q=3.3736$, $v_\uparrow=1.600$ eV and $v_\downarrow=1.833$ eV. Then

$$A=\frac{4}{4\pi\times3.433}=0.0927\ \text{eV}.$$

The tail formula gives $J(10)\simeq-0.00631$ eV, against $-0.00634$ eV from (8).

For the half-metal, $\mu=-1.5$ eV gives $\cosh\kappa=2.5/2$, so $\kappa=0.693$ and each further site halves the exponential factor. Here $J(10)=1.18\times10^{-5}$ eV.

## How fast the images disappear

In the metal, take $N\gg n$ and use (9) for the images. To leading order $|n+NL|\simeq N|L|$. Pairing $L$ with $-L$ gives

$$\cos(Qn+QNL)+\cos(Qn-QNL)=2\cos Qn\,\cos QNL .$$

The remaining series follows from $\sum_{L\ge1}z^L/L=-\ln(1-z)$ at $z=e^{ix}$, whose real part is $-\ln|2\sin(x/2)|$. Therefore

$$J_N(n)-J(n)\simeq-\frac{2A\cos Qn}{N}\,\ln\left|2\sin\frac{QN}2\right|.\tag{10}$$

At $N=1000$ and $n=10$ this predicts $-9.04\times10^{-5}$ eV; the computed error is $-9.16\times10^{-5}$ eV.

Relative to the envelope $A/n$, the error is $2n/N$ times $|\cos Qn\,\ln|2\sin(QN/2)||$. If that last factor is of order one, an accuracy $\delta$ needs

$$N\sim\frac{2n}{\delta}.$$

For $\delta=0.05$ and $n=10$ this is 400 points, twenty times the labelling limit $2n=20$. The logarithm makes the convergence irregular. It diverges when $QN$ is a multiple of $2\pi$, because a grid point then falls on $q=\pm Q$, where $\tilde J$ itself is logarithmically singular at zero temperature. In that case the image sum in (1) has no finite value unless $\cos Qn=0$.

The $q$-grid errors at $n=10$, relative to the envelope, are:

| $N$ | metal | half-metal |
|---|---|---|
| 20 | 0.15 | 1.00 |
| 24 | 0.57 | 0.022 |
| 40 | 0.27 | $1.3\times10^{-7}$ |
| 100 | 0.057 | below precision |
| 200 | 0.045 | below precision |

The half-metal behaves almost like the single-coupling case. At $N=20$ the distances 10 and $-10$ coincide and the result is doubled. Beyond that, the nearest image lies at distance $N-n$, and its envelope is smaller by about $\frac{n}{N-n}\,e^{-\kappa(N-2n)}$, which is 0.045 at $N=24$; the oscillation lowers the actual error further, to 0.022. The last grid that misses the 5% limit in a scan up to 200 is 23.

The metal at $N=20$ looks better than a doubling, and the image sum shows why. The distances $|10+20L|$ are 10, 30, 50 and so on, each occurring twice. The first pair gives $2J(10)=-0.0127$ eV, while the total is $-0.0078$ eV, so the more distant pairs add $+0.0049$ eV. The small error is a cancellation, and at $N=24$ it is gone.

The first metallic grid inside 5% is $N=48$, yet $N=100$ is outside again. In a scan up to 3000 the last failure is $N=1097$. There $QN/2\pi=589.0$, close to an integer, so the logarithm in (10) is large. One grid that meets a tolerance, or two that agree, does not establish convergence.

## The single grid in the same limit

Equation (7) predicts a different outcome for the half-metal when one grid serves for everything. The minority factor can stay at its direct distance, $e^{-\kappa n}$, while the majority electron travels to an image. Such a cross term carries no factor $e^{-\kappa N}$, so the exponential protection is lost.

At $N=40$ the single-grid error is 12% of the envelope, where the $q$ grid has $10^{-7}$. At $N=100$ the single grid gives $0.71\times10^{-5}$ eV instead of $1.18\times10^{-5}$ eV, and at $N=1000$ it is still about 3% low. This is not a steady approach from below: the error changes sign with $N$, and at $N=40$ the value is too high. In the metal at $N=20$ it gives $-0.039$ eV, six times the true value. Short-ranged exchange therefore does not excuse a coarse grid for the electrons as long as one spin channel has a Fermi surface. If both channels are gapped, both Green functions decay exponentially, the cross terms decay with them, and the single grid also converges exponentially in $N$.

## The $J_0$ sum rule and what it can detect

At $q=0$ the denominator in (5) is $-\Delta$ for every $k$, so

$$\sum_{\text{all }n}J(n)=\tilde J(0)=\frac{\Delta^2}{4}\,\frac{n_\uparrow-n_\downarrow}{\Delta}=\frac{\Delta m}4 .\tag{11}$$

Subtracting the on-site term reproduces (4): the sum of couplings to all other sites equals the stiffness against turning one spin alone. In Green functions this is the identity $G_\uparrow-G_\downarrow=-\Delta\,G_\uparrow G_\downarrow$, which follows from $G_\uparrow^{-1}-G_\downarrow^{-1}=\Delta$.

For the metal, $m=(k_\uparrow-k_\downarrow)/\pi=0.3358$, so $\Delta m/4=0.1679$ eV. With $J(0)=0.2683$ eV,

$$J_0=0.1679-0.2683=-0.1004\ \text{eV}.$$

Summing the distances directly, with a smooth cutoff, gives the same value. A sharp cut at 10 sites gives $-0.1072$ eV, 7% too large in magnitude, and a cut at 100 sites gives $-0.1006$ eV.

On the $q$ grid, summing (1) over one period counts every true distance once:

$$\sum_{n=0}^{N-1}J_N(n)=\sum_{\text{all }n}J(n)=\frac{\Delta m}4 .$$

Aliasing moves couplings between distances but keeps their total, so the full sum is right at every $N$ for which (1) converges. At $N=20$ it is 0.1679 eV, although $J_{20}(10)$ is wrong by more than a fifth of $J(10)$. If $n=0$ is left out, the images folded onto the origin are lost:

$$\sum_{n=1}^{N-1}J_N(n)=J_0-\sum_{L\ne0}J(NL).$$

This gives $-0.0969$ eV at $N=20$, an error of 3.5%. That comparison, with an independently converged $J_0$, does respond to aliasing, but only to the part that lands on the origin.

The single grid also satisfies (11), with its own moment, because the identity holds separately at each $k$. At $N=20$ the ring has $m=0.400$ and a full sum of 0.200 eV. Its $J_0$ is $-0.0840$ eV, both from summing its couplings and from rotating one spin. The rule is satisfied while $J_0$ itself is 16% off in magnitude. It checks signs, factors and bookkeeping; it does not certify individual constants or the grid.

## What the constants describe here

The negative $J_0$ means that turning one spin lowers the energy. More generally, put $\theta_i\propto\cos qi$ in (2) and use $J_0+J(0)=\tilde J(0)$:

$$\delta E=\left[\tilde J(0)-\tilde J(q)\right]\sum_i\theta_i^2 .$$

Here $\tilde J(0)=0.168$ eV, while $\tilde J=0.941$ eV at $q=Q+0.001$. The metallic ferromagnet is thus unstable, most strongly against a modulation near $Q$ (on the lattice equivalent to $2\pi-Q=2.91$, inside the zone), where $\tilde J$ diverges logarithmically, and it is held in place only because the directions $\mathbf e_i$ are prescribed. The constants remain well defined as curvatures about that state, but they should not be used to infer a ferromagnetic ground state or an ordering temperature.

The $1/N$ law (10) belongs to this clean chain at zero temperature. The image sum (1) is more general: for any system, the grid needed follows from how fast its own $J(n)$ decays, once the electrons are converged. The complete values are in the numerical output below.

## Values computed for the example and the checks

```
hopping t = 1.0 eV, splitting D = 2.0 eV
spacing = 2.5 angstrom
largest distance = 10 sites = 25.0 angstrom
Fermi levels: metal 0.2 eV, half-metal -1.5 eV
metal kF up, down = 2.2143, 1.1593 rad/site
metal v up, down = 1.6000, 1.8330 eV (per rad/site)
Q = 3.3736 rad/site, tail amplitude A = 0.09272 eV
metal true J(10) = -0.006344 eV
metal tail formula at 10 = -0.006314 eV
metal envelope at 10 = 0.009241 eV
half-metal true J(10) = 1.1816e-05 eV
half-metal envelope at 10 = 1.1845e-05 eV
half-metal kappa = 0.6931 per site
half-metal decay factor: 0.50022, exp(-kappa) 0.50000
N=20 Fourier sum minus explicit images, worst = 2.6e-07 eV
J(10) in eV: N | metal q-grid, single | half-metal q-grid, single
   20 | -0.007772 -0.039363 | 2.3632e-05 5.2907e-05
   24 | -0.011647 -0.003068 | 1.2073e-05 4.2240e-05
   40 | -0.003886 -0.009841 | 1.1816e-05 1.3227e-05
  100 | -0.005814 -0.006870 | 1.1816e-05 7.1267e-06
  200 | -0.005931 -0.006390 | 1.1816e-05 9.4699e-06
  400 | -0.006262 -0.004903 | 1.1816e-05 1.0730e-05
 1000 | -0.006436 -0.006220 | 1.1816e-05 1.1513e-05
q-grid error / envelope: N | metal | half-metal
   20 | 0.1545 | 9.98e-01
   24 | 0.5739 | 2.17e-02
   40 | 0.2660 | 1.28e-07
  100 | 0.0573 | 0.00e+00
  200 | 0.0447 | 0.00e+00
half-metal J_20(10)/J(10) = 2.000000
half-metal N=40 single-grid error / envelope = 0.1191
metal N=1000 error: -9.1605e-05 eV, law -9.0439e-05 eV
accepted error / envelope = 0.05
metal: first N that passes = 48
metal: last N that fails, scan to 3000 = 1097
half-metal: last N that fails, scan to 200 = 23
ring N=20, J(3): rotation -0.030430 eV, formula -0.030430 eV
metal moment = 0.33582 electrons/site
D m/4 = 0.167911 eV, J(n=0) = 0.268296 eV
J0 from rule = -0.100384 eV, from distances -0.100384 eV
J0 cut at 10 sites = -0.107187 eV, at 100 sites -0.100611 eV
q-grid N=20: full sum = 0.167911 eV, without n=0 -0.096879 eV
ring N=20: moment = 0.40000 electrons/site, full sum 0.200000 eV
ring N=20 J0: rotation -0.084003 eV, sum -0.084003 eV
J(q=0) = 0.167911 eV, J(q=Q+0.001) = 0.941122 eV
```
